# Lamb shielding of hydrogen and the effect of a displaced gauge origin: a program that tests the result

```python
# Result under test: the orbital magnetic shielding at the nucleus of a 1s atom is
#   sigma = mu0 e^2/(12 pi m) <1/r> = (alpha^2/3) a0 <1/r>,
# and a gauge origin displaced by d changes the diamagnetic and paramagnetic parts
# of the shielding at a probe point R by +(r_e/2) d Q/R^2 and -(r_e/2) d Q/R^2.
# B and the probe moment lie along z; d and R lie along x, nucleus at the origin.
# r_e = mu0 e^2/(4 pi m); Q = fraction of the electron density inside radius R.
# Inside the functions, lengths are in units of a0 and energies in hartree.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

a0 = const.physical_constants["Bohr radius"][0]
alpha = const.fine_structure
r_e = const.mu_0 * const.e**2 / (4 * np.pi * const.m_e)
strength = r_e / a0
z_hat = np.array([0.0, 0.0, 1.0])


def gauss(lower, upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (nodes + 1), half * weights


def piecewise_gauss(breaks, count):
    parts = [gauss(lo, hi, count) for lo, hi in zip(breaks[:-1], breaks[1:])]
    return (np.concatenate([p[0] for p in parts]),
            np.concatenate([p[1] for p in parts]))


def probe_grid(probe):
    """Spherical grid about the probe; returns s vectors, r vectors, weights."""
    s, ws = piecewise_gauss(np.unique([0.0, probe, probe + 25.0]), 100)
    t, wt = gauss(0.0, 1.0, 60)
    phi = 2 * np.pi * np.arange(8) / 8
    S, T, P = np.meshgrid(s, t, phi, indexing="ij")
    cosine = -1 + 2 * T**2          # resolves the density cusp at the nucleus
    sine = 2 * T * np.sqrt(1 - T**2)
    s_vec = np.stack([S * cosine, S * sine * np.cos(P),
                      S * sine * np.sin(P)], axis=-1)
    weight = (ws[:, None, None] * wt[None, :, None] * 4 * T
              * S**2 * (2 * np.pi / 8))
    return s_vec, s_vec + np.array([probe, 0.0, 0.0]), weight


def density(r_vec, charge=1.0):
    radius = np.linalg.norm(r_vec, axis=-1)
    return charge**3 * np.exp(-2 * charge * radius) / np.pi


def diamagnetic(probe, origin, charge=1.0):
    """Shielding from the expectation value of A_B . A_mu."""
    s_vec, r_vec, weight = probe_grid(probe)
    a_field = 0.5 * np.cross(z_hat, r_vec - np.array([origin, 0.0, 0.0]))
    distance = np.linalg.norm(s_vec, axis=-1)
    a_moment = np.cross(z_hat, s_vec) / distance[..., None]**3
    product = np.sum(a_field * a_moment, axis=-1)
    return strength * np.sum(weight * density(r_vec, charge) * product)


def induced_field(probe):
    """z field per unit B at the probe, Biot-Savart, gauge-invariant current."""
    s_vec, r_vec, weight = probe_grid(probe)
    current = -0.5 * density(r_vec)[..., None] * np.cross(z_hat, r_vec)
    distance = np.linalg.norm(s_vec, axis=-1)
    field = np.cross(current, -s_vec)[..., 2] / distance**3
    return strength * np.sum(weight * field)


def paramagnetic(probe, origin, size=12, exponent=0.8):
    """Second-order sum over p states from a diagonalized radial Hamiltonian."""
    r, w = piecewise_gauss([0.0, probe, 60.0], 200)
    x = 2 * exponent * r
    basis, slope = [], []
    for k in range(size):
        norm = np.sqrt((2 * exponent)**5 / np.prod(np.arange(k + 1, k + 5)))
        poly = eval_genlaguerre(k, 4, x)
        dpoly = -eval_genlaguerre(k - 1, 5, x) if k > 0 else 0 * x
        envelope = norm * np.exp(-exponent * r)
        basis.append(envelope * r**2 * poly)
        slope.append(envelope * ((2 * r - exponent * r**2) * poly
                                 + 2 * exponent * r**2 * dpoly))
    basis, slope = np.array(basis), np.array(slope)
    overlap = (basis * w) @ basis.T
    hamiltonian = (0.5 * (slope * w) @ slope.T
                   + (basis * w * (1 / r**2 - 1 / r)) @ basis.T)
    energies, vectors = eigh(hamiltonian, overlap)
    states = vectors.T @ basis
    dpsi = -np.exp(-r) / np.sqrt(np.pi)
    angular = np.sqrt(4 * np.pi / 3)
    momentum = angular * (states @ (w * r * dpsi))
    outer = np.maximum(r, probe)
    moment = -probe * angular * (states @ (w * r * dpsi / outer**3))
    shift = strength * origin * np.sum(momentum * moment / (energies + 0.5))
    return shift, energies[0]


# Constants and the Lamb value at the nucleus
assert abs(strength / alpha**2 - 1) < 1e-8
mean_inverse = quad(lambda r: 4 * r * np.exp(-2 * r), 0, 40)[0]
lamb = const.mu_0 * const.e**2 / (12 * np.pi * const.m_e) * mean_inverse / a0
centre = diamagnetic(0.0, 0.0)
assert abs(centre / lamb - 1) < 1e-8
assert abs(lamb / (alpha**2 / 3) - 1) < 1e-8
centre_field = induced_field(0.0)
assert abs(centre_field / lamb + 1) < 1e-8

# Proportionality to <1/r>, with a nuclear charge of two
mean_inverse_two = quad(lambda r: 32 * r * np.exp(-4 * r), 0, 40)[0]
centre_two = diamagnetic(0.0, 0.0, charge=2.0)
assert abs(centre_two / (strength * mean_inverse_two / 3) - 1) < 1e-8

# First-order function: (H - E0) y psi0 = -d psi0/dy
X, Y, Z = sp.symbols("x y z", positive=True)
radius = sp.sqrt(X**2 + Y**2 + Z**2)
psi = sp.exp(-radius)
trial = Y * psi
residual = (-sum(sp.diff(trial, q, 2) for q in (X, Y, Z)) / 2
            - trial / radius + trial / 2 + sp.diff(psi, Y))
assert sp.simplify(residual / psi) == 0

# Angular integral used for the probe-moment matrix elements
for r_test, R_test in ((1.0, 2.0), (3.0, 1.2)):
    value = quad(lambda c: (1 - c * c)
                 / (r_test**2 + R_test**2 - 2 * r_test * R_test * c)**1.5,
                 -1, 1)[0]
    assert abs(value - 4 / (3 * max(r_test, R_test)**3)) < 1e-9

# Displaced gauge origin
probe_m, origin_m = 100e-12, 200e-12
probe, origin = probe_m / a0, origin_m / a0
centre_displaced = diamagnetic(0.0, origin)
assert abs(centre_displaced / centre - 1) < 1e-8
dia_natural = diamagnetic(probe, 0.0)
dia_displaced = diamagnetic(probe, origin)
para_displaced, lowest_p = paramagnetic(probe, origin)
assert abs(lowest_p + 0.125) < 1e-8
enclosed = 1 - np.exp(-2 * probe) * (1 + 2 * probe + 2 * probe**2)
enclosed_quad = quad(lambda r: 4 * r**2 * np.exp(-2 * r), 0, probe)[0]
assert abs(enclosed - enclosed_quad) < 1e-10
change = r_e * origin_m * enclosed / (2 * probe_m**2)
assert abs((dia_displaced - dia_natural) / change - 1) < 1e-6
assert abs(para_displaced / change + 1) < 1e-6
total_displaced = dia_displaced + para_displaced
assert abs(total_displaced - dia_natural) < 1e-6 * change
probe_field = induced_field(probe)
assert abs(probe_field + total_displaced) < 1e-6 * change

ppm = 1e6
print(f"vacuum permeability mu0 = {const.mu_0:.6e} N/A^2")
print(f"elementary charge e = {const.e:.6e} C")
print(f"electron mass m = {const.m_e:.6e} kg")
print(f"Bohr radius a0 = {a0 * 1e12:.4f} pm")
print(f"fine-structure constant alpha = {alpha:.8f} (no unit)")
print(f"length r_e = mu0 e^2/(4 pi m) = {r_e * 1e15:.5f} fm")
print(f"a0 <1/r> for 1s hydrogen = {mean_inverse:.6f} (no unit)")
print(f"<1/r> for 1s hydrogen = {mean_inverse / a0:.5e} 1/m")
print(f"Lamb shielding, formula = {lamb * ppm:.4f} ppm")
print(f"Lamb shielding, formula = {lamb:.5e} (no unit)")
print(f"Lamb shielding, integral of A_B.A_mu = {centre * ppm:.4f} ppm")
print(f"induced field at nucleus for B = 1 T: {centre_field * 1e6:.4f} microtesla")
print(f"shielding at nucleus for nuclear charge 2 = {centre_two * ppm:.4f} ppm")
print(f"gauge origin displacement d = {origin_m * 1e12:.1f} pm")
print(f"diamagnetic part at nucleus, origin displaced = "
      f"{centre_displaced * ppm:.4f} ppm")
print(f"probe distance R = {probe_m * 1e12:.1f} pm")
print(f"R/a0 = {probe:.5f} (no unit)")
print(f"density fraction inside R, Q = {enclosed:.5f} (no unit)")
print(f"predicted change (r_e/2) d Q/R^2 = {change * ppm:.4f} ppm")
print(f"probe, origin at nucleus: diamagnetic = total = "
      f"{dia_natural * ppm:.4f} ppm")
print(f"probe, origin displaced: diamagnetic = {dia_displaced * ppm:.4f} ppm")
print(f"probe, origin displaced: paramagnetic = {para_displaced * ppm:.4f} ppm")
print(f"probe, origin displaced: total = {total_displaced * ppm:.4f} ppm")
print(f"induced field at probe for B = 1 T: {probe_field * 1e6:.4f} microtesla")
print(f"lowest p-state energy in the basis = {lowest_p:.6f} hartree")
print("all tests passed")
```

It prints:

```
vacuum permeability mu0 = 1.256637e-06 N/A^2
elementary charge e = 1.602177e-19 C
electron mass m = 9.109384e-31 kg
Bohr radius a0 = 52.9177 pm
fine-structure constant alpha = 0.00729735 (no unit)
length r_e = mu0 e^2/(4 pi m) = 2.81794 fm
a0 <1/r> for 1s hydrogen = 1.000000 (no unit)
<1/r> for 1s hydrogen = 1.88973e+10 1/m
Lamb shielding, formula = 17.7505 ppm
Lamb shielding, formula = 1.77505e-05 (no unit)
Lamb shielding, integral of A_B.A_mu = 17.7505 ppm
induced field at nucleus for B = 1 T: -17.7505 microtesla
shielding at nucleus for nuclear charge 2 = 35.5009 ppm
gauge origin displacement d = 200.0 pm
diamagnetic part at nucleus, origin displaced = 17.7505 ppm
probe distance R = 100.0 pm
R/a0 = 1.88973 (no unit)
density fraction inside R, Q = 0.72777 (no unit)
predicted change (r_e/2) d Q/R^2 = 20.5081 ppm
probe, origin at nucleus: diamagnetic = total = 0.6425 ppm
probe, origin displaced: diamagnetic = 21.1506 ppm
probe, origin displaced: paramagnetic = -20.5081 ppm
probe, origin displaced: total = 0.6425 ppm
induced field at probe for B = 1 T: -0.6425 microtesla
lowest p-state energy in the basis = -0.125000 hartree
all tests passed
```
